# Nuclear size shifts of hydrogen S levels and the deuteron radius: test program

```python
"""Finite nuclear size shift of hydrogenic nS levels.

Result under test (Rydberg atomic units, H = -Laplacian - 2Z/r):
    shift(nS) = (4/3) Z^4 r^2 / n^3 Ry = (2/3) Z^4 r^2 / n^3 hartree,
times (mu/m_e)^3 for a nucleus of finite mass.
Z: nuclear charge number; r: rms charge radius in bohr; n: principal
quantum number; mu: reduced mass in electron masses.
The formula is compared with nonperturbative eigenvalues for extended nuclei,
then used to obtain r_d^2 - r_p^2 from a residual in the 1S-2S isotope shift.
"""
import math
import mpmath as mp
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from sympy.physics.hydrogen import R_nl

mp.mp.dps = 40


def size_shift(n, Z, r_rms, mu=1.0):
    """Derived first-order shift in Ry."""
    return 4 / 3 * Z**4 * r_rms**2 / n**3 * mu**3


def solved_shift(n, Z, r_rms, mu=1.0, model="shell"):
    """Shift in Ry from the Schrodinger equation, without perturbation theory."""
    Z, mu = mp.mpf(Z), mp.mpf(mu)
    radius = mp.mpf(r_rms)
    if model == "sphere":
        radius *= mp.sqrt(mp.mpf(5) / 3)

    def mismatch(defect):
        nu = n + defect
        kappa = mu * Z / nu
        # Interior equation in t = r/radius: u'' = (p0 + p2 t^2) u.
        strength = mu * Z * radius
        if model == "shell":
            p0, p2 = -2 * strength + (kappa * radius)**2, mp.mpf(0)
        else:
            p0, p2 = -3 * strength + (kappa * radius)**2, strength
        coeff = [mp.mpf(1)]
        for k in range(1, 25):
            older = coeff[k - 2] if k > 1 else mp.mpf(0)
            coeff.append((p0 * coeff[k - 1] + p2 * older)
                         / (2 * k * (2 * k + 1)))
        inside = (sum((2 * k + 1) * c for k, c in enumerate(coeff))
                  / sum(coeff))
        # Exterior solution: x exp(-x/2) U(1-nu, 2, x), x = 2 kappa r.
        x = 2 * kappa * radius
        a = 1 - nu
        outside = (1 - x / 2 - a * x * mp.hyperu(a + 1, 3, x)
                   / mp.hyperu(a, 2, x))
        return inside - outside

    scale = (Z * radius)**2
    defect = mp.findroot(mismatch, (scale / 10, scale),
                         solver="secant", tol=mp.mpf("1e-30"), maxsteps=40)
    return float(mu * Z**2 * (mp.mpf(1) / n**2 - 1 / (n + defect)**2))


# Volume integral of the perturbation, from its definition, for Z = 1.
for profile in (lambda s: math.exp(-s), lambda s: math.exp(-s * s)):
    top = 30.0
    norm = quad(lambda s: 4 * math.pi * s**2 * profile(s), 0, top)[0]
    mean_square = quad(lambda s: 4 * math.pi * s**4 * profile(s),
                       0, top)[0] / norm

    def delta_v(r):
        return 2 * quad(lambda s: 4 * math.pi * s**2 * profile(s) / norm
                        * (1 / r - 1 / s), r, top)[0]

    volume = quad(lambda r: 4 * math.pi * r**2 * delta_v(r), 0, top)[0]
    assert abs(volume / (4 * math.pi / 3 * mean_square) - 1) < 1e-5

# Contact density and mean inverse square radius from explicit wavefunctions.
r_sym = sp.symbols("r", positive=True)
Z_test = 2
for n in range(1, 5):
    radial = R_nl(n, 0, r_sym, Z_test)
    square = sp.expand(radial**2)
    normalization = sp.integrate(sp.expand(r_sym**2 * square),
                                 (r_sym, 0, sp.oo))
    inverse_square = sp.integrate(square, (r_sym, 0, sp.oo))
    contact = square.subs(r_sym, 0) / (4 * sp.pi)
    assert sp.simplify(normalization - 1) == 0
    assert sp.simplify(inverse_square - sp.Rational(2 * Z_test**2, n**3)) == 0
    assert sp.simplify(contact - Z_test**3 / (sp.pi * n**3)) == 0

# Physical inputs.
bohr_fm = const.value("Bohr radius") * 1e15
ry_mhz = const.value("Rydberg constant times c in Hz") * 1e-6
rp_fm = const.value("proton rms charge radius") * 1e15
rd_table_fm = const.value("deuteron rms charge radius") * 1e15
mu_h = 1 / (1 + const.value("electron-proton mass ratio"))
mu_d = 1 / (1 + const.value("electron-deuteron mass ratio"))
rp = rp_fm / bohr_fm
residual_mhz = 5.23

# Level shifts for two charge shapes, several n and two nuclear charges.
worst = 0.0
for model in ("shell", "sphere"):
    for n, Z in ((1, 1), (2, 1), (3, 1), (1, 2), (2, 2)):
        error = solved_shift(n, Z, rp, model=model) / size_shift(n, Z, rp) - 1
        worst = max(worst, abs(error))
assert worst < 2e-4

# The nonrelativistic error is linear in the radius.
error_small = solved_shift(1, 1, rp) / size_shift(1, 1, rp) - 1
error_large = solved_shift(1, 1, 10 * rp) / size_shift(1, 1, 10 * rp) - 1
assert abs(error_large / error_small / 10 - 1) < 0.03

# The finite nuclear mass enters as the cube of the reduced mass.
solved_h = solved_shift(1, 1, rp, mu_h)
assert abs(solved_h / size_shift(1, 1, rp, mu_h) - 1) < 1e-4
assert abs(solved_h / size_shift(1, 1, rp) - 1) > 1e-3


# Relativistic size estimate: first order with the point-nucleus 1S density.
def first_order_shell(gamma):
    density_norm = 2**(2 * gamma + 1) / (4 * math.pi
                                         * math.gamma(2 * gamma + 1))
    integral = quad(lambda t: t * (1 - t) * (rp * t)**(2 * gamma - 2)
                    * math.exp(-2 * rp * t), 0, 1, epsabs=1e-12)[0]
    return 8 * math.pi * density_norm * rp**2 * integral


gamma_dirac = math.sqrt(1 - const.fine_structure**2)
relativistic = first_order_shell(gamma_dirac) / first_order_shell(1.0) - 1
assert 0 < relativistic < 1e-3

# Radius difference from the residual of the 1S-2S interval.
interval_mhz_fm2 = (size_shift(1, 1, 1 / bohr_fm)
                    - size_shift(2, 1, 1 / bohr_fm)) * ry_mhz
difference_fixed = residual_mhz / interval_mhz_fm2
rd2_fm2 = (residual_mhz / interval_mhz_fm2 + mu_h**3 * rp_fm**2) / mu_d**3
difference = rd2_fm2 - rp_fm**2
rd_fm = math.sqrt(rd2_fm2)
one_s_mhz_fm2 = size_shift(1, 1, 1 / bohr_fm) * ry_mhz
difference_misread = residual_mhz / one_s_mhz_fm2
table_difference = rd_table_fm**2 - rp_fm**2

# Forward check: solved levels with the extracted radius return the residual.
rd = rd_fm / bohr_fm
interval_h = solved_shift(2, 1, rp, mu_h) - solved_shift(1, 1, rp, mu_h)
interval_d = solved_shift(2, 1, rd, mu_d) - solved_shift(1, 1, rd, mu_d)
forward_mhz = (interval_d - interval_h) * ry_mhz
assert forward_mhz < 0
assert abs(-forward_mhz / residual_mhz - 1) < 2e-4
assert abs(difference - 3.82) < 0.005
assert abs(difference_fixed - 3.82) < 0.005
assert abs(difference - table_difference) < 0.01

shift_1s = size_shift(1, 1, rp)
shift_2s = size_shift(2, 1, rp)
assert abs(shift_1s * ry_mhz - 1.1) < 0.05

print(f"Bohr radius: {bohr_fm:.3f} fm")
print(f"Rydberg frequency: {ry_mhz:.6e} MHz")
print(f"Proton rms charge radius (input): {rp_fm:.4f} fm")
print(f"Proton radius: {rp:.5e} bohr")
print(f"1S shift, fixed nucleus: {shift_1s:.4e} Ry")
print(f"1S shift, fixed nucleus: {shift_1s / 2:.4e} hartree")
print(f"1S shift, fixed nucleus: {shift_1s * ry_mhz:.4f} MHz")
print(f"2S shift, fixed nucleus: {shift_2s * ry_mhz:.4f} MHz")
print(f"1S shift, finite proton mass: "
      f"{size_shift(1, 1, rp, mu_h) * ry_mhz:.4f} MHz")
print(f"1S shift, solved shell, finite mass: {solved_h * ry_mhz:.4f} MHz")
print(f"Largest formula error in level tests: {worst:.2e} (relative)")
print(f"1S shell error at proton radius: {error_small:.3e} (relative)")
print(f"1S shell error at 10 proton radii: {error_large:.3e} (relative)")
print(f"Relativistic 1S estimate: {relativistic:.2e} (relative)")
print(f"Mass factor f_H: {mu_h**3:.6f} (dimensionless)")
print(f"Mass factor f_D: {mu_d**3:.6f} (dimensionless)")
print(f"1S coefficient: {one_s_mhz_fm2:.4f} MHz/fm^2")
print(f"1S-2S coefficient K: {interval_mhz_fm2:.4f} MHz/fm^2")
print(f"Residual magnitude (input): {residual_mhz:.2f} MHz")
print(f"r_d^2 - r_p^2, fixed nuclei: {difference_fixed:.4f} fm^2")
print(f"r_d^2 - r_p^2, finite masses: {difference:.4f} fm^2")
print(f"Effect of 0.005 MHz rounding: {0.005 / interval_mhz_fm2:.4f} fm^2")
print(f"Extracted r_d^2: {rd2_fm2:.4f} fm^2")
print(f"Extracted deuteron radius: {rd_fm:.4f} fm")
print(f"Solved size part of nu(D)-nu(H): {forward_mhz:.4f} MHz")
print(f"Difference if misread as 1S shift: {difference_misread:.4f} fm^2")
print(f"Tabulated r_d^2 - r_p^2: {table_difference:.4f} fm^2")
print("all assertions hold")
```

Output:

```
Bohr radius: 52917.721 fm
Rydberg frequency: 3.289842e+09 MHz
Proton rms charge radius (input): 0.8407 fm
Proton radius: 1.58879e-05 bohr
1S shift, fixed nucleus: 3.3657e-10 Ry
1S shift, fixed nucleus: 1.6828e-10 hartree
1S shift, fixed nucleus: 1.1072 MHz
2S shift, fixed nucleus: 0.1384 MHz
1S shift, finite proton mass: 1.1054 MHz
1S shift, solved shell, finite mass: 1.1054 MHz
Largest formula error in level tests: 5.21e-05 (relative)
1S shell error at proton radius: -2.542e-05 (relative)
1S shell error at 10 proton radii: -2.543e-04 (relative)
Relativistic 1S estimate: 6.45e-04 (relative)
Mass factor f_H: 0.998368 (dimensionless)
Mass factor f_D: 0.999183 (dimensionless)
1S coefficient: 1.5664 MHz/fm^2
1S-2S coefficient K: 1.3706 MHz/fm^2
Residual magnitude (input): 5.23 MHz
r_d^2 - r_p^2, fixed nuclei: 3.8158 fm^2
r_d^2 - r_p^2, finite masses: 3.8183 fm^2
Effect of 0.005 MHz rounding: 0.0036 fm^2
Extracted r_d^2: 4.5252 fm^2
Extracted deuteron radius: 2.1272 fm
Solved size part of nu(D)-nu(H): -5.2296 MHz
Difference if misread as 1S shift: 3.3388 fm^2
Tabulated r_d^2 - r_p^2: 3.8206 fm^2
all assertions hold
```
